\section*{Static Screening of a Charge in a Degenerate Electron Gas, part 2}

How far does the field of a charged impurity reach in a conductor, and which property of the electrons sets that range? The model is a uniform three-dimensional gas of electrons with charge $-e$, mass $m$, two spin states and density $n=k_F^3/(3\pi^2)$, in a medium of dielectric constant $\kappa$, neutralized on average by a rigid uniform positive charge. Gaussian units are used. The gas is degenerate, $k_BT\ll E_F$, unless stated otherwise. Here $k_F$ is the Fermi wavevector, $E_F$ the Fermi energy, $\mu$ the chemical potential and $f(E)$ the Fermi function. The density of states $g(E)$ counts both spins per unit volume and energy. For the parabolic band $E=\hbar^2k^2/(2m)$, $g(E_F)=mk_F/(\pi^2\hbar^2)$.

A weak static potential energy $U$ of wavevector $q$ changes the density by $\delta n=\chi(q)U$. In the long-wave limit
\begin{equation}
\chi(0)=2\int\!\frac{d^3k}{(2\pi)^3}\frac{df}{dE}
=-\int g(E)\left(-\frac{df}{dE}\right)dE .
\label{eq:chizero}
\end{equation}
In the local picture of part (c), for slowly varying $U$, the density is $n(\mu-U)$ with $\mu$ common to all regions.

For the parabolic band at zero temperature, $\chi(q)=-g(E_F)F(x)$ with $x=q/(2k_F)$ and
\begin{equation}
F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right| .
\label{eq:F}
\end{equation}
For small $x$, $F=1-x^2/3+O(x^4)$.

In part (e) each electron responds to the total average potential $\phi$, so $U=-e\phi$ and $\delta n(q)=e\,g(E_F)F\,\phi(q)$. This mean-field (random-phase) approximation omits exchange and correlation corrections. An external charge density $\rho_{\rm ext}$ then gives
\begin{equation}
\phi(q)=\frac{4\pi\rho_{\rm ext}(q)}{\kappa\,[q^2+s^2F(x)]},\qquad
s^2=\frac{4\pi e^2g(E_F)}{\kappa}.
\label{eq:phiq}
\end{equation}

The closing table also lists earlier checks: $F$ from diagonalization with a weak cosine potential, a count of box states within a sphere of radius $40.3$ lattice steps, and $-\chi$ for the nonparabolic band $E(1+E)=k^2/2$ with $\hbar=m=k_F=1$.

\subsection*{(f) The potential around a point charge}

Let the external charge be a point charge $Ze$, and replace $F$ by its long-wave value 1. Find $\phi(r)$ and the length that governs its decay, and determine where the screening electrons sit.

\paragraph{Solution.} A point charge has $\rho_{\rm ext}(q)=Ze$ for every $q$. In the inverse transform, the angular average of $e^{i\mathbf q\cdot\mathbf r}$ is $\sin(qr)/(qr)$, and $4\pi q^2/(2\pi)^3=q^2/(2\pi^2)$. Hence
\begin{equation}
\phi(r)=\int_0^\infty\!\frac{q^2dq}{2\pi^2}\,\frac{\sin qr}{qr}\,
\frac{4\pi Ze}{\kappa(q^2+s^2)}
=\frac{Ze}{\kappa r}\,\frac{2}{\pi}\int_0^\infty\!\frac{q\sin qr}{q^2+s^2}\,dq .
\label{eq:inverse}
\end{equation}
The last integrand is even in $q$, so the integral is half the imaginary part of $\int_{-\infty}^{\infty}q\,e^{iqr}/(q^2+s^2)\,dq$. For $r>0$ the contour can be closed in the upper half-plane, where the one pole lies at $q=is$. Its contribution is $2\pi i\cdot is\,e^{-sr}/(2is)=i\pi e^{-sr}$, and half the imaginary part is $(\pi/2)e^{-sr}$. The result is
\begin{equation}
\phi(r)=\frac{Ze}{\kappa r}\,e^{-r/\lambda},\qquad
\lambda=\frac1s=\left[\frac{\kappa}{4\pi e^2g(E_F)}\right]^{1/2}.
\label{eq:yukawa}
\end{equation}
The length $\lambda$ is the Thomas--Fermi screening length. For a given $\kappa$, the density of states at the Fermi energy is the one property of the electrons that enters it. A large $g(E_F)$ means that a small potential energy is enough to move many electrons, and the field is then cancelled over a short distance. If $g(E_F)\to0$, then $\lambda\to\infty$ and the unscreened potential returns.

The induced density is $\delta n(r)=e\,g(E_F)\phi(r)$. The number of electrons gathered within a radius $R$ is
\begin{align}
N(R)&=\int_0^R4\pi r^2\,\frac{g(E_F)Ze^2}{\kappa r}\,e^{-r/\lambda}dr
=\frac{Z}{\lambda^2}\int_0^Rr\,e^{-r/\lambda}dr\\
&=Z\left[1-\left(1+\frac R\lambda\right)e^{-R/\lambda}\right],
\end{align}
where $4\pi e^2g(E_F)/\kappa=1/\lambda^2$ was used, followed by one integration by parts. As $R\to\infty$, $N\to Z$: the electrons neutralize the external charge. Within one screening length the fraction is $1-2\exp(-1)=0.264$, so most of the screening charge lies farther out than $\lambda$.

\subsection*{(g) Parabolic band and numbers}

Express $\lambda$ through $k_F$ for a parabolic band, and find how it changes with density and mass. Evaluate it for $m=0.3$ electron masses, $\kappa=10$ and $n=10^{20}\ \mathrm{cm^{-3}}=0.1\ \mathrm{nm^{-3}}$. These are round model parameters.

\paragraph{Solution.} Insert $g(E_F)=mk_F/(\pi^2\hbar^2)$ in $s^2$ and define the effective Bohr radius $a=\kappa\hbar^2/(me^2)$:
\begin{equation}
\frac1{\lambda^2}=\frac{4\pi e^2}{\kappa}\,\frac{mk_F}{\pi^2\hbar^2}
=\frac{4k_F}{\pi a},\qquad
\lambda=\left(\frac{\pi a}{4k_F}\right)^{1/2}.
\label{eq:lambdakf}
\end{equation}
Since $k_F\propto n^{1/3}$, the length varies as $n^{-1/6}$ at fixed $m$ and $\kappa$. A density 64 times larger halves it. At fixed $n$ and $\kappa$ it varies as $m^{-1/2}$, because a heavier mass packs the same states into a smaller range of energy.

With $e^2=1.440$ eV\,nm and $\hbar^2/m_e=0.07620$ eV\,nm$^2$, where $m_e$ is the electron mass,
\begin{align}
k_F&=(3\pi^2\times0.1)^{1/3}\ \mathrm{nm^{-1}}=1.436\ \mathrm{nm^{-1}},\\
E_F&=\frac{0.07620}{2\times0.3}\,(1.436)^2\ \mathrm{eV}=0.262\ \mathrm{eV},\\
g(E_F)&=\frac{0.3\times1.436}{\pi^2\times0.07620}\ \mathrm{eV^{-1}nm^{-3}}
=0.573\ \mathrm{eV^{-1}nm^{-3}},\\
a&=\frac{10\times0.07620}{0.3\times1.440}\ \mathrm{nm}=1.764\ \mathrm{nm},\\
\lambda&=\left(\frac{\pi\times1.764}{4\times1.436}\right)^{1/2}\mathrm{nm}
=0.982\ \mathrm{nm}=9.82\times10^{-8}\ \mathrm{cm}.
\end{align}
Other densities and a doubled mass, with the same $\kappa$, give
\begin{center}
\begin{tabular}{ccccc}
$n$ (cm$^{-3}$) & $m/m_e$ & $E_F$ (eV) & $\lambda$ (nm) & $s/(2k_F)$\\
$10^{19}$ & 0.3 & 0.056 & 1.44 & 0.52\\
$10^{20}$ & 0.3 & 0.262 & 0.98 & 0.35\\
$10^{21}$ & 0.3 & 1.216 & 0.67 & 0.24\\
$10^{20}$ & 0.6 & 0.131 & 0.69 & 0.50
\end{tabular}
\end{center}
A hundredfold change of density changes $\lambda$ by little more than a factor of two.

\subsection*{(h) How good is the simple exponential?}

Besides the mean-field approximation of part (e), which is not tested here, two approximations went into equation (\ref{eq:yukawa}): the response was taken as linear, and $F$ was set to 1. Examine each for the worked example with $Z=1$.

\paragraph{Solution.} \emph{Linearity.} At $r=\lambda$ the unscreened energy is $e^2/(\kappa\lambda)=1.440/(10\times0.982)\ \mathrm{eV}=0.147$ eV. The factor $\exp(-1)$ reduces it to $0.054$ eV, which is $0.21E_F$. To judge this ratio, set $y=|U|/E_F$ and use the local picture of part (c), in which the density near an attractive charge is
\begin{equation}
n(1+y)^{3/2}=n\left(1+\tfrac32y+\tfrac38y^2+\dots\right).
\end{equation}
The quadratic term is $y/4$ times the linear one, about $5\%$ at $r=\lambda$. Closer in, the approximation fails: the screened energy reaches $E_F$ at $r=0.38$ nm. Inside that radius the linear result gives a rough guide at best.

\emph{Finite wavevector.} The relevant wavevectors are of order $s$, so the condition is $s\ll2k_F$. From equation (\ref{eq:lambdakf}),
\begin{equation}
\left(\frac{s}{2k_F}\right)^2=\frac{4k_F}{\pi a}\,\frac1{4k_F^2}=\frac1{\pi ak_F},
\end{equation}
which is small at high density, as the table shows. In the example $s/(2k_F)=0.35$ and $F=0.957$ at $q=s$.

The leading correction follows from keeping $F=1-x^2/3$. The denominator of equation (\ref{eq:phiq}) then contains
\begin{equation}
q^2+s^2\left(1-\frac{q^2}{12k_F^2}\right)=(1-\eta)q^2+s^2,\qquad
\eta=\frac{s^2}{12k_F^2}=\frac13\left(\frac{s}{2k_F}\right)^2 .
\end{equation}
Dividing by $1-\eta$ restores the form already inverted, with $s^2$ replaced by $s^2/(1-\eta)$ and the amplitude multiplied by $1/(1-\eta)$. To first order in $\eta$ the new decay constant is $s(1+\eta/2)$. The ratio of the corrected potential to the simple exponential form is therefore
\begin{equation}
(1+\eta)\,e^{-\eta r/(2\lambda)}\simeq1+\eta\left(1-\frac{r}{2\lambda}\right).
\label{eq:ratio}
\end{equation}
Here $\eta=(0.3545)^2/3=0.042$, so the estimate is $+2\%$ at $r=\lambda$, no change at $2\lambda$ and $-2\%$ at $3\lambda$. It uses the small-$q$ form of $F$ at all $q$ and needs a check. Let $W(r)$ be the screened potential divided by the unscreened one. Numerical inversion with the full $F(x)$ gives
\begin{center}
\begin{tabular}{ccc}
$r/\lambda$ & $W$ with $F=1$ & $W$ with full $F(x)$\\
1 & 0.3679 & 0.3755\\
2 & 0.1353 & 0.1353\\
3 & 0.0498 & 0.0487
\end{tabular}
\end{center}
At these three radii the differences agree with equation (\ref{eq:ratio}), but that equation gives only the smooth trend. The oscillation discussed below is superposed on it, and these radii happen to lie near its nodes: at $1.5\lambda$ and $2.5\lambda$ the ratio is $0.992$ and $1.010$, where equation (\ref{eq:ratio}) gives $1.010$ and $0.990$. Between $\lambda$ and $3\lambda$ the simple form is within about two per cent of the linear mean-field result with the full $F(x)$; at $0.5\lambda$ and $3.5\lambda$ the difference is 5 to 7 per cent. This comparison does not include the error made by treating the response as linear, which can be larger.

\emph{The distant tail.} The slope of $F$ diverges at $q=2k_F$. Near that point $1-x^2\simeq-2(x-1)$, and the singular part of $F$ is $\frac12(x-1)\ln|x-1|$. Let $v=q-2k_F$ and $D=4k_F^2+s^2/2$, the value of $q^2+s^2F$ at $q=2k_F$. The function $q/(q^2+s^2F)$ then has the singular part
\begin{equation}
-\frac{2k_Fs^2}{D^2}\,\frac{v}{4k_F}\ln|v|=-\frac{s^2}{2D^2}\,v\ln|v| ,
\end{equation}
apart from terms that are smooth or more weakly singular in $v$ and do not affect the leading tail. It is to be multiplied by $\sin(2k_Fr+vr)$ and integrated. Since $v\ln|v|$ is odd, the part $\cos(2k_Fr)\sin(vr)$ survives. Integration by parts, with the distant ends cut off smoothly, gives $\int\ln|v|\cos(vr)\,dv=-\int\sin(vr)/(vr)\,dv=-\pi/r$. Differentiating with respect to $r$ gives $\int v\ln|v|\sin(vr)\,dv=-\pi/r^2$. With the factor $2/\pi$ of equation (\ref{eq:inverse}),
\begin{equation}
W(r)\to\frac{s^2}{D^2}\,\frac{\cos(2k_Fr)}{r^2}\qquad(r\to\infty).
\label{eq:tail}
\end{equation}
This Friedel oscillation falls as a power of $r$ and so outlasts the exponential. Its wavelength is $\pi/k_F=2.19$ nm in the example. The sign changes of the numerically inverted potential, far outside the range of the table, give $2.18$ nm. The amplitude in equation (\ref{eq:tail}) is derived here but was not tested numerically. The tail belongs to zero temperature; heating rounds the edge of the Fermi distribution and with it the singularity.

\emph{Scattering.} An elastic collision through an angle $\theta$ at the Fermi energy transfers $q=2k_F\sin(\theta/2)$. For backscattering $x=1$ and $F=1/2$, so the denominator is $4k_F^2+s^2/2$ instead of $4k_F^2+s^2$. In the Born approximation the rate varies as the inverse square of this denominator. With $s^2/(4k_F^2)=0.126$, the full response raises the backscattering rate by the factor $(1.126/1.063)^2\simeq1.12$ relative to the simple screened potential. The Born approximation itself is rough in this example, because $1/(ak_F)\simeq0.39$ is not small and the $s$-wave phase shift is about $0.5$ for $Z=1$. A partial-wave solution for the same potentials gives a backscattering rate about $1.5$ times the Born value for an attractive charge and about $0.7$ times it for a repulsive one, and the factor $1.12$ becomes about $1.15$ and $1.09$.

\subsection*{(i) Warming the gas}

Find the leading change of $\lambda$ with temperature at fixed density for the parabolic band. Is the zero-temperature length adequate at 300 K?

\paragraph{Solution.} By equation (\ref{eq:chizero}), $g(E_F)$ must be replaced by the average of $g(E)$ over the peak $-df/dE$, which is $dn/d\mu$. Expand a smooth function $h(E)$ about $\mu$ and set $z=(E-\mu)/(k_BT)$. The linear term vanishes because the peak is even. The quadratic term needs
\begin{equation}
\int_{-\infty}^{\infty}\!z^2\left(-\frac{df}{dz}\right)dz
=4\int_0^\infty\!\frac{z\,dz}{e^z+1}
=4\left(1-\frac1{2^2}+\frac1{3^2}-\dots\right)=\frac{\pi^2}{3},
\end{equation}
so the average of $h$ is $h(\mu)+(\pi^2/6)(k_BT)^2h''(\mu)$ to this order.

Let $t=k_BT/E_F$. Integration by parts shows that the density is the average of the state count, which is proportional to $E^{3/2}$. Its second derivative is $3/(4E^2)$ times the function itself, so a fixed density requires
\begin{equation}
1=\left(\frac{\mu}{E_F}\right)^{3/2}\left(1+\frac{\pi^2t^2}{8}\right)
\quad\Rightarrow\quad
\frac{\mu}{E_F}\simeq1-\frac{\pi^2t^2}{12}.
\end{equation}
For $g\propto E^{1/2}$ the second derivative is $-1/(4E^2)$ times $g$. The average is therefore $g(\mu)(1-\pi^2t^2/24)$, while the shift of $\mu$ gives $g(\mu)=g(E_F)(1-\pi^2t^2/24)$. Together,
\begin{equation}
\frac{dn}{d\mu}\simeq g(E_F)\left(1-\frac{\pi^2t^2}{12}\right),\qquad
\lambda(T)\simeq\lambda\left(1+\frac{\pi^2t^2}{24}\right).
\end{equation}

At 300 K, $k_BT=0.0259$ eV and $t=0.099$ in the example. The full Fermi integrals give $dn/d\mu=0.992\,g(E_F)$ and raise $\lambda$ from $0.982$ to $0.986$ nm, a change of $0.4\%$. The zero-temperature length is adequate there. At $10^{19}\ \mathrm{cm^{-3}}$, however, $E_F=0.056$ eV and $t\simeq0.46$, so the gas is no longer strongly degenerate at 300 K. The full Fermi integrals then give $\lambda=1.61$ nm, so the tabulated zero-temperature value is about $10\%$ too short. In the opposite limit of a dilute, hot gas $n\propto e^{\mu/k_BT}$, so $dn/d\mu=n/(k_BT)$. The screening length is then $[\kappa k_BT/(4\pi e^2n)]^{1/2}$, set by density and temperature instead of the density of states at a Fermi energy.

The numerical output below gives many of these values with further digits.

\section*{Table of computed values}
\begin{verbatim}
Response F: q/kF, diagonalization, formula
  0.3  0.99246  0.99247
  1.2  0.86967  0.86968
  2.4  0.28020  0.28019
(1-F)/x^2 at x = 0.02: 0.33336
Nonparabolic band, hbar = m = kF = 1:
  response integral at q = 0.05: 0.17552
  g(EF): 0.17549
  3n/(2EF): 0.13841
Box states, counted / formula: 0.99933
Mass: 0.3 electron masses; kappa: 10.0
Density: 0.1 nm^-3 = 1.0e+20 cm^-3
e^2: 1.43996 eV nm
hbar^2/m_electron: 0.076200 eV nm^2
Effective Bohr radius a: 1.7639 nm
kF: 1.4360 nm^-1
EF: 0.2619 eV
g(EF): 0.5728 eV^-1 nm^-3
s^2: 1.0365 nm^-2
s: 1.0181 nm^-1
lam: 0.9822 nm = 9.8223e-08 cm
s/(2kF): 0.3545
F at q = s: 0.9570
Unscreened energy at lam: 0.1466 eV
Screened energy at lam: 0.0539 eV
Screened energy at lam / EF: 0.2059
Radius where screened energy = EF: 0.3753 nm
Screening electrons, total: 1.00000
Screening electrons within lam: 0.26424
Factor W: r/lam, Yukawa, full F
  1  0.36788  0.37553
  2  0.13534  0.13531
  3  0.04979  0.04871
Full/Yukawa at r = lam for s/(2kF) = 0.05: 1.00043
Tail wavelength from zeros: 2.1842 nm
pi/kF: 2.1878 nm
kT at 300 K: 0.02585 eV; kT/EF: 0.0987
mu/EF at 300 K: 0.99186
(dn/dmu)/g(EF) at 300 K: 0.99165
lam at 300 K: 0.9864 nm
n (cm^-3), mass ratio, EF (eV), lam (nm), s/(2kF)
  1e+19  0.3  0.0564  1.4417  0.5203
  1e+20  0.3  0.2619  0.9822  0.3545
  1e+21  0.3  1.2155  0.6692  0.2415
  1e+20  0.6  0.1309  0.6945  0.5013
\end{verbatim}
